# One flux quantum per cell of a 14 nm triangular moire

**Question**

I have a two-dimensional sheet with a triangular moire pattern of period 14 nm, and I need the perpendicular magnetic field that puts one flux quantum $h/e$ through each moire cell. I tried $h/(ea^2)$ and got 21.1 T. A friend used $h/2e$ with a different area and got 12.2 T. Which area and which flux quantum belong here? And why does this field matter at all: does the electron stop noticing the field when the flux per cell is a whole quantum?

**Answer**

You need the area of the primitive cell of the triangular lattice, which is smaller than $a^2$, and the single-electron quantum $h/e$. I take $a$ to be the distance between neighbouring equivalent points of the moire, the pattern to be perfectly periodic, and the field $B$ to be uniform and normal to the sheet.

**The cell and the field**

Choose the primitive vectors

$$\mathbf R_1=a(1,0),\qquad \mathbf R_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).$$

Both have length $a$, and the angle between them is 60°. They span a rhombus of area

$$S=X_1Y_2-X_2Y_1=a\cdot\frac{\sqrt3}{2}a-\frac a2\cdot 0=\frac{\sqrt3}{2}a^2 ,$$

where $\mathbf R_j=(X_j,Y_j)$. The rhombus has lattice points at its four corners, and its corner angles add up to 360°, so it holds one point in total. A single triangle of side $a$ has half this area and is not a full cell.

The flux through the cell is $\Phi=BS$. Setting it equal to $\phi_0=h/e$ gives

$$B_1=\frac{h}{eS}=\frac{2h}{\sqrt3\,e\,a^2}.$$

For $a=14$ nm,

$$S=0.8660\times(14\ \text{nm})^2=169.74\ \text{nm}^2=1.6974\times10^{-16}\ \text{m}^2,$$

$$B_1=\frac{4.1357\times10^{-15}\ \text{Wb}}{1.6974\times10^{-16}\ \text{m}^2}=24.4\ \text{T}.$$

The area can be checked without the cross product. Counting the lattice points inside a disc of radius 400.3 periods, and dividing the disc's area by that number, gives 169.73 nm² per point.

Your 21.1 T is the answer for a square cell of side $a$. Your friend's 12.2 T uses the right area but the flux quantum of paired electrons, whose charge is $2e$. Here the carriers are single electrons.

**Why a whole quantum is special**

Without a field, the electron's Hamiltonian is unchanged by a shift through a moire vector, and Bloch's theorem follows. With a field, the vector potential spoils this simple symmetry, even though the field itself is uniform.

Let the electron charge be $-e$, with $e>0$, and choose $\mathbf A=(0,Bx)$, whose curl is $\partial_x(Bx)=B$. The Hamiltonian is

$$H=\frac{\pi_x^2+\pi_y^2}{2m}+V(\mathbf r),\qquad \pi_x=-i\hbar\partial_x,\qquad \pi_y=-i\hbar\partial_y+eBx ,$$

where $V$ has the moire period. Shift a wavefunction by $\mathbf R=(X,Y)$, so that $\psi(\mathbf r)$ becomes $\psi(\mathbf r-\mathbf R)$. If $\pi_y$ acts after the shift, its last term is $eBx\,\psi(\mathbf r-\mathbf R)$. If it acts before the shift, that term becomes $eB(x-X)\,\psi(\mathbf r-\mathbf R)$. The two results differ by $eBX\,\psi(\mathbf r-\mathbf R)$.

A phase factor removes the difference. Define

$$T_{\mathbf R}\psi(\mathbf r)=e^{-ieBXy/\hbar}\,\psi(\mathbf r-\mathbf R).$$

When $-i\hbar\partial_y$ acts on the phase, it produces the extra factor

$$-i\hbar\left(-\frac{ieBX}{\hbar}\right)=i^2eBX=-eBX ,$$

which cancels the unwanted $+eBX$. The phase does not depend on $x$, so $\pi_x$ is unaffected. Thus $T_{\mathbf R}$ commutes with $\pi_x$ and $\pi_y$. If $\mathbf R$ is a moire vector, then $V(\mathbf r-\mathbf R)=V(\mathbf r)$, and $T_{\mathbf R}$ commutes with $V$ as well, hence with $H$.

Bloch's theorem also needs the two primitive shifts to commute with each other. Write $T_1$ and $T_2$ for the shifts by $\mathbf R_1$ and $\mathbf R_2$. In $T_1T_2\psi$, the outer shift replaces $y$ by $y-Y_1$ in the phase of the inner one:

$$T_1T_2\psi=\exp\left\{-\frac{ieB}{\hbar}\left[X_1y+X_2(y-Y_1)\right]\right\}\psi(\mathbf r-\mathbf R_1-\mathbf R_2).$$

Exchanging the labels gives

$$T_2T_1\psi=\exp\left\{-\frac{ieB}{\hbar}\left[X_2y+X_1(y-Y_2)\right]\right\}\psi(\mathbf r-\mathbf R_1-\mathbf R_2).$$

The terms in $y$ are the same in both. Subtracting the second bracket from the first leaves $X_1Y_2-X_2Y_1=S$, so

$$T_1T_2=e^{-ieBS/\hbar}\,T_2T_1=e^{-2\pi i\Phi/\phi_0}\,T_2T_1 .$$

The last step uses $\hbar=h/2\pi$. As $B$ rises from zero, the factor first returns to 1 at $\Phi=\phi_0$, which is $B=B_1$. There $H$, $T_1$ and $T_2$ all commute, and the states can again be labelled by a Bloch wavevector belonging to the original moire cell.

At half a quantum, 12.2 T, the factor is $-1$. The two primitive shifts then anticommute. Moving $T_1^2$ past $T_2$ gives two factors of $-1$, so $T_1^2$ and $T_2$ do commute, and Bloch's theorem works with a cell twice as large. Your friend's field therefore has a meaning of its own, but it is half a quantum $h/e$ per moire cell.

**The field has not disappeared**

Compare the two orders of the kinetic momenta:

$$\pi_x\pi_y\psi=-\hbar^2\partial_x\partial_y\psi-i\hbar eB\psi-i\hbar eBx\,\partial_x\psi,$$

$$\pi_y\pi_x\psi=-\hbar^2\partial_y\partial_x\psi-i\hbar eBx\,\partial_x\psi .$$

Their difference is $[\pi_x,\pi_y]=-i\hbar eB$, which is not zero at $B_1$.

The limit $V=0$ shows what this means. Put $P=\pi_x$ and $Q=\pi_y/(eB)$. Then $[Q,P]=i\hbar$, as for a position and its momentum, and

$$H=\frac{P^2}{2m}+\frac{(eB)^2Q^2}{2m}=\frac{P^2}{2m}+\frac12m\omega^2Q^2,\qquad \omega=\frac{eB}{m}.$$

This is a harmonic oscillator, with levels spaced by $\hbar\omega$. A free particle without a field has a continuous spectrum instead. So a whole quantum per cell restores the Bloch labels, but it need not restore the zero-field energies. For $V=0$ each level is flat, with the same energy at every wavevector. A periodic $V$ broadens each level into a band whose energy depends on the wavevector of the original moire cell. An electron in such a band can travel with a steady group velocity, as in a crystal without a field, but the bands generally differ from the zero-field ones.

**How firmly is 24.4 T fixed?**

Since $B_1\propto a^{-2}$, a small change in the period gives

$$\frac{\Delta B_1}{B_1}\approx-2\,\frac{\Delta a}{a}.$$

A period of 13.5 nm needs 26.2 T, and one of 14.5 nm needs 22.7 T. If your period is known to half a nanometre, "about 24 T" is as much as you should claim.

Strain matters if you infer the period from the two layers instead of measuring the moire itself. Take aligned layers with lattice constants $a_g$ and $(1+\delta)a_g$, and stretch the first by small fractions $\epsilon_x$ and $\epsilon_y$ along the two axes. A point at $x$ has the unstretched coordinate $x/(1+\epsilon_x)$ in the first layer. Scaling the second layer back to $a_g$ gives $x/(1+\delta)$. The moire repeats when the difference between these coordinate vectors is a lattice vector of the unstretched first layer. Along $x$ the difference is $D_xx$, with

$$D_x=\frac1{1+\epsilon_x}-\frac1{1+\delta}=\frac{\delta-\epsilon_x}{(1+\epsilon_x)(1+\delta)},$$

and similarly along $y$. The moire cell is therefore the atomic cell with its lengths divided by $D_x$ and $D_y$. Its area varies as $1/(D_xD_y)$, and the required field as $D_xD_y$.

Without strain, $D_x=D_y=\delta/(1+\delta)$, so $a=a_g(1+\delta)/\delta$, or $\delta=a_g/(a-a_g)$. Dividing the strained $D_x$ by the unstrained one gives the factor by which strain along that axis changes the field:

$$f(\epsilon)=\frac{\delta-\epsilon}{\delta(1+\epsilon)} .$$

With a rough $a_g=0.246$ nm, a 14 nm period requires $\delta=0.246/13.754=1.789\,\%$. Stretching the first layer by 0.10 % in both directions gives

$$f=\frac{0.01789-0.00100}{0.01789\times1.001}=0.943,\qquad B=f^2B_1=21.7\ \text{T}.$$

This is 11 % below the unstrained value. The strain is tiny beside 1, but not beside the mismatch $\delta$ that creates the moire. If the layer is stretched by 0.10 % along one axis and contracts sideways with a rough Poisson ratio of 0.17, the field is 23.2 T, or 4.8 % lower. The cell is then no longer equilateral, and $S$ must be found from the cross product of its actual primitive vectors.

These estimates hold only for aligned layers. If the unstrained first layer is turned by an angle $\theta$, the squared length of the coordinate difference grows, and the required field is multiplied by

$$1+\frac{2(1+\delta)(1-\cos\theta)}{\delta^2}.$$

For $\theta=0.5^\circ$ this factor is about 1.24, a larger change than the strain above produces. A directly measured moire period already includes the effect of twist.

**Beside a real sample**

These numbers lie in the rough regime of graphene aligned on hexagonal boron nitride, whose moire period is about 14 nm. The shift argument does not depend on the parabolic kinetic energy used above: it also holds for a kinetic energy linear in $\pi_x$ and $\pi_y$, as in the low-energy model of graphene, because $T_{\mathbf R}$ commutes with both. One assumption to distrust in a device is the perfectly uniform pattern, free of strain and of variations in twist. Regions with periods of 13.5 and 14.5 nm would reach one quantum at fields 3.5 T apart, so such a sample has no single $B_1$.

Some further effects are small or do not enter the flux condition:

- If the field is tilted by 5° from the normal, its total strength must be $B_1/\cos5^\circ=24.5$ T, an increase of 0.4 %.
- The Zeeman splitting for $g=2$ is 2.8 meV at $B_1$. In a uniform field it adds a constant energy for each spin and leaves the shifts unchanged.
- Temperature does not enter $B_1$ at fixed period, but it can blur the spectral features you hope to see. The thermal energy $kT$ is 0.34 meV at 4 K and 26 meV at 300 K, so the spin splitting exceeds $kT$ at the first temperature and is far below it at the second. This comparison concerns spin only. In graphene the orbital levels are not the even ladder $\hbar\omega$ found above. With a rough velocity $v\approx10^6$ m/s and the moire potential ignored, the first gap is $v\sqrt{2\hbar eB_1}\approx180$ meV, well above $kT$ even at 300 K.
- The model keeps the smooth moire potential and ignores the atomic lattice beneath it. At $B_1$ an atomic cell of 0.0524 nm² receives only $3.1\times10^{-4}$ of a flux quantum.

The last item also shows what the moire buys you. One quantum through each atomic cell would take about $7.9\times10^4$ T. The moire cell is larger by the factor $(14/0.246)^2\approx3200$, and the required field is smaller by the same factor. The numerical output below lists most of the values used here; the twist factor follows directly from its formula.

## Calculated quantities

```
Moire period: 14.0 nm
Cell area: 169.74 nm^2
Area by point count: 169.73 nm^2
Flux quantum h/e: 4.135668e-15 Wb
Field for one quantum per cell: 24.36 T
Loop phase / (2 pi), Landau gauge: 1.000000
Loop phase / (2 pi), symmetric gauge: 1.000000
Order factor, real part, at 0.5 quantum: -1.000000
Order factor, real part, at 1.0 quantum: 1.000000
Field for period 13.5 nm: 26.20 T
Field for period 14.5 nm: 22.71 T
Wrong field from square cell: 21.10 T
Wrong field from h/2e: 12.18 T
Rough layer lattice constant: 0.246 nm
Mismatch delta giving this period: 1.789 %
Assumed strain: 0.10 %
Rough Poisson ratio: 0.17
Field with equal biaxial strain: 21.67 T
Change from biaxial strain: -11.05 %
Field with uniaxial strain: 23.20 T
Change from uniaxial strain: -4.77 %
Assumed field tilt: 5.0 degrees
Total field needed with tilt: 24.46 T
Change from tilt: 0.38 %
Zeeman splitting for g = 2: 2.82 meV
Thermal energy kT at 4 K: 0.345 meV
Thermal energy kT at 300 K: 25.852 meV
Atomic cell area: 0.0524 nm^2
Flux per atomic cell / (h/e): 3.09e-04
Field for one quantum per atomic cell: 7.891e+04 T
```
